# Polarizability of Two Coupled Point Atoms and Its Short-Range Failure

## The decision

To estimate the electronic permittivity of a low-k film, one needs the polarizability of its molecular units. Should atomic polarizabilities simply be added, should the induced dipoles be coupled, or are the atoms so close that point dipoles cannot be used? Two identical atoms contain all three answers.

In a dilute, randomly oriented gas with \(N\) molecules per volume, \(P=N\bar\alpha E\) and \(D=E+4\pi P\), so \(\varepsilon-1=4\pi N\bar\alpha\). A relative error in the mean polarizability \(\bar\alpha\) is then the same relative error in \(\varepsilon-1\). A dense film also has coupling between molecules, which is not treated here.

The algebra uses atomic units in Gaussian form: an isolated atom in a field \(E\) has dipole \(p=aE\), and \(a\) is a volume. The field is static, uniform and weak. The atoms are isotropic, have no permanent moments and exchange no charge. Their separation is \(r\), and \(x=a/r^3\).

## Entry 1: motion along the line

Give each atom a fixed charge \(+q\) and a charge \(-q\) held to it by a spring \(k\). In a field, the displacement \(s\) of the negative charge obeys \(ks=-qE\). The dipole is \(p=-qs=(q^2/k)E\), hence \(a=q^2/k\). The spring energy becomes

\[
\tfrac12ks^2=\frac{k p^2}{2q^2}=\frac{p^2}{2a}.
\]

Put the atoms on the \(z\) axis at \(0\) and \(r\), and displace their negative charges by \(s_1\) and \(s_2\). The Coulomb energy between the atoms is

\[
V=q^2\left[\frac1r-\frac1{r+s_2}-\frac1{r-s_1}+\frac1{r+s_2-s_1}\right].
\]

Use \(1/(r+\delta)=1/r-\delta/r^2+\delta^2/r^3+\cdots\). The constants cancel. The linear terms, \((s_2-s_1-s_2+s_1)/r^2\), cancel too. The quadratic terms give

\[
V=\frac{q^2}{r^3}\left[-s_2^2-s_1^2+(s_2-s_1)^2\right]
=-\frac{2q^2s_1s_2}{r^3}=-\frac{2p_1p_2}{r^3}.
\]

The neglected cubic terms scale as \(q^2s^3/r^4=p^3/(qr^4)\). They vanish in the point-dipole limit, where \(q\to\infty\) at fixed \(p\) and \(a\).

The external field adds \(qEs=-pE\) per atom, so

\[
U=\frac{p_1^2+p_2^2}{2a}-\frac{2p_1p_2}{r^3}-E(p_1+p_2).
\]

Setting both derivatives to zero gives

\[
\frac{p_1}{a}-\frac{2p_2}{r^3}=E,\qquad
\frac{p_2}{a}-\frac{2p_1}{r^3}=E.
\]

Their difference is \((p_1-p_2)(1/a+2/r^3)=0\). The second factor is positive, so \(p_1=p_2=p\), and \(p(1/a-2/r^3)=E\). The total dipole is \(2p\), giving

\[
\boxed{\alpha_\parallel=\frac{2a}{1-2a/r^3}}.
\]

**Limit.** As \(r\to\infty\), \(\alpha_\parallel\to2a\). The first correction is positive because each dipole's field on the axis points along that dipole and reinforces its neighbour.

**Iteration.** Suppose the dipoles are found by repeated substitution, \(p^{(n+1)}=a(E+2p^{(n)}/r^3)\), from \(p^{(0)}=0\). Then

\[
p^{(n)}=aE\sum_{m=0}^{n-1}(2x)^m ,
\]

which converges for \(2x<1\). Slow convergence signals that the pair is approaching its divergence.

## Entry 2: any direction

Let \(\mathbf d_1,\mathbf d_2\) be the displacements, \(\mathbf R=r\hat{\mathbf z}\), and \(f(\mathbf R)=1/R\). The four Coulomb terms are now

\[
V=q^2\left[f(\mathbf R)-f(\mathbf R+\mathbf d_2)-f(\mathbf R-\mathbf d_1)+f(\mathbf R+\mathbf d_2-\mathbf d_1)\right].
\]

Constant and linear terms cancel as before. With \(\mathsf T=\nabla\nabla f\), the second-order part is

\[
\begin{aligned}
V&=\frac{q^2}{2}\left[-\mathbf d_2\mathsf T\mathbf d_2-\mathbf d_1\mathsf T\mathbf d_1
+(\mathbf d_2-\mathbf d_1)\mathsf T(\mathbf d_2-\mathbf d_1)\right]\\
&=-q^2\mathbf d_1\mathsf T\mathbf d_2=-\mathbf p_1\mathsf T\mathbf p_2 .
\end{aligned}
\]

Differentiating \(1/R\) twice gives

\[
T_{ij}=\frac{3R_iR_j}{R^5}-\frac{\delta_{ij}}{R^3},\qquad
\mathsf T=\frac1{r^3}\,\mathrm{diag}(-1,-1,2).
\]

The directions decouple. Let \(t\) be the diagonal element for the chosen direction. Repeating the stationarity argument with \(2/r^3\) replaced by \(t\) gives the equal-dipole solution \(p=aE/(1-at)\), and

\[
\alpha=\frac{2a}{1-at}.
\]

Along the axis \(t=2/r^3\). Across it \(t=-1/r^3\), so

\[
\boxed{\alpha_\perp=\frac{2a}{1+a/r^3}}.
\]

Side-by-side dipoles oppose each other, which lowers the response.

**Numbers.** Take \(a=1.5\) Å³ and \(r=2.0\) Å as round model parameters. Then \(x=1.5/8=0.1875\), and

\[
\alpha_\parallel=\frac{3.0}{1-0.375}=4.80\ \text{Å}^3,\qquad
\alpha_\perp=\frac{3.0}{1.1875}=2.53\ \text{Å}^3 .
\]

In atomic units these are 32.39 and 17.05 bohr³. Both closed formulas were tested against the response obtained by differentiating the bare Coulomb energy and inverting the resulting matrix.

**Unequal atoms.** For polarizabilities \(a_1,a_2\), the equations are \(p_1=a_1(E+tp_2)\) and \(p_2=a_2(E+tp_1)\). Inserting the second into the first gives

\[
p_1=\frac{a_1(1+a_2t)}{1-a_1a_2t^2}E .
\]

Exchange the labels for \(p_2\) and add:

\[
\alpha=\frac{a_1+a_2+2a_1a_2t}{1-a_1a_2t^2}.
\]

If \(a_2\to0\), this becomes \(a_1\). If \(a_1=a_2=a\), the numerator is \(2a(1+at)\), the denominator is \((1-at)(1+at)\), and the earlier result returns. For unequal atoms the parallel divergence lies at \(r^6=4a_1a_2\).

## Entry 3: what orientation averaging hides

For a field at angle \(\theta\) to the axis, the induced dipole along the field is \((\alpha_\parallel\cos^2\theta+\alpha_\perp\sin^2\theta)E\). The isotropic average of \(\cos^2\theta\) is \(1/3\), so

\[
\begin{aligned}
\frac{\bar\alpha}{2a}
&=\frac13\left[\frac1{1-2x}+\frac2{1+x}\right]
=\frac{(1+x)+2(1-2x)}{3(1-2x)(1+x)}\\
&=\frac{1-x}{1-x-2x^2}
=1+\frac{2x^2}{1-x-2x^2}.
\end{aligned}
\]

For small \(x\) this is \(1+2x^2+2x^3+\cdots\). The first-order terms cancel because \(\mathsf T\) has zero trace. The anisotropy has no such cancellation:

\[
\alpha_\parallel-\alpha_\perp
=2a\,\frac{(1+x)-(1-2x)}{(1-2x)(1+x)}
=\frac{6ax}{(1-2x)(1+x)}.
\]

In the example, \(\bar\alpha=3.28\) Å³, a factor 1.095 above the additive 3.0 Å³. The series through \(x^3\) gives 1.083, so higher terms are already visible. The anisotropy is 2.27 Å³, while addition of isotropic atoms gives zero.

The error of simple addition, relative to the coupled mean, is

\[
1-\frac{2a}{\bar\alpha}=1-\frac{1-x-2x^2}{1-x}=\frac{2x^2}{1-x}.
\]

Here it is 8.7%. Requiring 1% gives \(2x^2+0.01x-0.01=0\), whose positive root is \(x\approx0.068\). For \(a=1.5\) Å³ this means \(r\approx2.8\) Å. At that same \(x\), the anisotropy is still about 22% of \(2a\). Within the point model, addition can therefore serve for a dilute set of randomly oriented pairs and fail for an aligned one.

## Entry 4: is the solution a minimum?

A stationary point need not be a ground state. For each Cartesian direction introduce

\[
p_\pm=\frac{p_1\pm p_2}{\sqrt2}.
\]

Then \(p_1^2+p_2^2=p_+^2+p_-^2\), \(p_1p_2=(p_+^2-p_-^2)/2\), and \(p_1+p_2=\sqrt2\,p_+\). The energy separates:

\[
U=\frac{1-at}{2a}p_+^2+\frac{1+at}{2a}p_-^2-\sqrt2\,Ep_+ .
\]

The uniform field drives the in-phase coordinate \(p_+\) and leaves \(p_-\) at zero. The stiffness factors, in units of \(1/a\), are:

- parallel: \(1-2x\) in phase and \(1+2x\) out of phase;
- perpendicular: \(1+x\) in phase and \(1-x\) out of phase, each twice.

For \(x>0\) the smallest is \(1-2x\). All are positive when

\[
r>r_c=(2a)^{1/3}.
\]

This condition applies to both polarizability formulas. Below \(r_c\), \(\alpha_\perp\) remains finite and positive, but it describes a response about an unstable state.

The sign of \(\alpha_\parallel\) gives a separate warning. At a true minimum \(U_{\min}=-\alpha E^2/2\), and this cannot exceed the value \(U=0\) at zero dipoles. A stable static response therefore has \(\alpha\ge0\). The formula gives \(-18.0\) Å³ at \(r=1.370\) Å, which is a saddle of the energy and not a static polarizability.

**Approach to the divergence.** For the example, \(r_c=3.0^{1/3}=1.442\) Å, or 2.725 bohr. Write \(r=r_c(1+\delta)\). Then

\[
1-\frac{2a}{r^3}=1-(1+\delta)^{-3}\approx3\delta,\qquad
\alpha_\parallel\approx\frac{2a}{3\delta}.
\]

At \(\delta=0.01\) this estimate is 100 Å³, against 102 Å³ from the full formula. Geometry errors are amplified as well. Taking the logarithmic derivative,

\[
\frac{d\ln\alpha_\parallel}{d\ln r}=-\frac{6x}{1-2x}.
\]

At \(r=2.0\) Å this is \(-1.8\): to first order, a bond 1% too long lowers \(\alpha_\parallel\) by 1.8%. At \(1.05\,r_c\) the factor is about \(-19\), and the result mostly reports the chosen bond length.

## Entry 5: the divergence as a soft mode

Let the moving charge have mass \(m\), with free frequency \(\omega_0^2=k/m\). Since \(s=-p/q\), its kinetic energy is \(m\dot p^2/(2q^2)\). Also \(a\omega_0^2=q^2/m\), so the inertia belonging to \(p\) is \(m/q^2=1/(a\omega_0^2)\). Without a field, the equations of motion are

\[
\frac{\ddot p_\pm}{a\omega_0^2}=-\frac{1\mp at}{a}p_\pm,
\qquad
\omega_\pm^2=\omega_0^2(1\mp at).
\]

The static response is therefore \(\alpha=2a\omega_0^2/\omega_+^2\). In this model the divergence is the fall of the parallel in-phase frequency to zero: the Coulomb attraction between aligned dipoles cancels the restoring force of the springs.

With \(\hbar\omega_0=10\) eV, the parallel modes lie at \(10\sqrt{0.625}=7.91\) eV in phase and 11.73 eV out of phase. The perpendicular modes lie at 10.90 and 9.01 eV. As a check, \(3.0\times(10/7.906)^2=4.80\) Å³. At \(1.01\,r_c\) the soft mode has dropped to 1.7 eV.

**Limit.** As \(r\to\infty\), all six modes return to 10 eV. The perpendicular out-of-phase pair would reach zero at \(r=a^{1/3}=1.145\) Å, but the parallel mode has become unstable before that.

## Entry 6: giving the charges a size

Real charge is spread out. Replace every point charge by a rigid, normalized Gaussian cloud \(\propto e^{-r^2/s_0^2}\), keeping the isolated-atom polarizability \(a\) fixed. Each Cartesian coordinate in a cloud has variance \(s_0^2/2\). The difference of two such coordinates has variance \(s_0^2\), so the interaction of two clouds equals that of a point with one Gaussian of width \(\sigma=\sqrt2\,s_0\).

Let \(u=R/\sigma\) and \(g=(2/\sqrt\pi)e^{-u^2}\). The charge of this Gaussian inside radius \(R\) is

\[
Q(u)=2\int_0^u v^2g(v)\,dv=\mathrm{erf}(u)-ug(u),
\]

by partial integration with \(g'=-2vg\). Gauss's law gives \(\phi'=-Q/R^2\), which integrates to \(\phi=\mathrm{erf}(R/\sigma)/R\).

The cancellation in Entry 2 used no special property of \(1/R\), so now \(\mathsf T=\nabla\nabla\phi\). For a radial function its elements are \(\phi''\) along the axis and \(\phi'/R\) across it:

\[
\sigma^3t_\parallel=\frac{2Q}{u^3}-2g,\qquad
\sigma^3t_\perp=-\frac{Q}{u^3}.
\]

**Two limits.** For large \(u\), \(Q\to1\) and \(g\to0\), which restores \(2/r^3\) and \(-1/r^3\). For small \(u\), \(Q\approx4u^3/(3\sqrt\pi)\), and both scaled couplings tend to \(-4/(3\sqrt\pi)=-0.752\). The singularity is gone.

Finite coupling alone is not enough. The numerical maximum of \(\sigma^3t_\parallel\) is 0.234, at \(r=1.61\sigma\). The parallel response stays finite at every distance if \(0.234a<\sigma^3\), or \(\sigma>0.706\) Å here.

Stability of all modes needs \(a|t|<1\) in both directions. Since \(e^{-v^2}\le1\), \(Q/u^3\le0.752\), which bounds \(|t_\perp|\). Since \(g\) decreases, \(Q\ge2gu^3/3\), so a negative \(\sigma^3t_\parallel\) has magnitude at most \(2g/3\le0.752\). The contact limit therefore decides, and \(\sigma>1.041\) Å makes every mode stable at every \(r>0\). Between the two widths the parallel response has no pole, yet out-of-phase modes can still collapse at short range.

For \(\sigma=1.2\) Å, the parallel polarizability at 2.0 Å is 3.76 Å³, against 4.80 Å³ for points. At the former \(r_c\) it is 3.44 Å³. It is smaller at the shorter distance because the coupling peaks at \(1.614\sigma=1.94\) Å and declines inside.

The mean also changes character. At 2.0 Å it is \((3.76+2\times2.58)/3=2.97\) Å³, slightly below the additive value. The reason is the trace, \(t_\parallel+2t_\perp=-2g/\sigma^3\), which is negative when clouds overlap. The first-order cancellation of Entry 3 is lost, and in this example the negative first-order term outweighs the positive second-order one. Even the sign of the correction to \(\bar\alpha\) can depend on the short-range model.

## Entry 7: two beryllium atoms

A pair of beryllium atoms provides a comparison with electrons that can deform and overlap. The level is restricted Hartree–Fock with 11 \(s\) and 7 \(p\) Gaussian shells per atom, and the polarizability is the induced dipole divided by a field of \(5\times10^{-4}\) atomic units. Electron correlation is absent, and without \(d\) functions induced quadrupoles are described incompletely. These are reference values for that level, not experimental ones.

The single atom gives \(a=6.753\) Å³ (45.57 bohr³), so \(2a=13.506\) Å³ and the predicted \(r_c\) is 2.38 Å. No parameter is fitted to the pair. The third decimal belongs to this basis: a larger \(sp\) set raises \(a\) to 6.760 Å³, and adding three \(d\) shells moves the parallel pair values below by 0.006, 0.03 and 0.24 Å³ at 7.5, 5.0 and 3.5 Å.

| \(r\) (Å) | HF ∥ | point ∥ | HF ⊥ | point ⊥ |
|---|---:|---:|---:|---:|
| 7.5 | 13.964 | 13.953 | 13.288 | 13.294 |
| 5.0 | 15.140 | 15.143 | 12.805 | 12.814 |
| 3.5 | 19.345 | 19.718 | 11.746 | 11.668 |

All polarizabilities are in Å³. The fair measure is the shift from \(2a\), since the large common part agrees by construction. At 7.5 Å the parallel shifts are 0.458 and 0.447 Å³. Both directions passed a test requiring agreement within 3% of the predicted shift.

The relative agreement is better at 5.0 Å than at 7.5 Å, which is not what a steady approach to the point limit would show. The absolute differences at both distances are only about 0.01 Å³ or less. At 7.5 Å the differences have the size and sign of basis borrowing: one atom given its partner's basis functions, without the partner's nucleus and electrons, changes \(2a\) by \(+0.010\) Å³ along the axis and \(-0.006\) Å³ across it. With three \(d\) shells added, the parallel shifts differ from the prediction by 1.1% at 7.5 Å and 1.7% at 5.0 Å, so the parallel ordering above is a feature of the basis. At 3.5 Å the parallel shift is 5.84 Å³ against a predicted 6.21 Å³, so the point model overstates the shift at this level by about 6% of the prediction. This small difference is sensitive to the missing \(d\) functions: with three \(d\) shells \(\alpha_\parallel\) rises to 19.58 Å³ and the overstatement falls to about 2%. It should not be read as the intrinsic error of the point model.

At the predicted \(r_c\), Hartree–Fock gives a finite \(\alpha_\parallel=28.8\) Å³, or \(2.13\times2a\). There \(x=1/2\), so the point formula gives \(\alpha_\perp=4a/3=9.00\) Å³; Hartree–Fock gives 10.45 Å³. The restricted, closed-shell calculation thus shows no divergence at the predicted distance. Three \(d\) shells raise the parallel value to 29.2 Å³. The restricted solution is not a minimum once the two spins may use different orbitals. This holds weakly for the single atom and for every row of the table, and strongly here: an unrestricted solution about 0.024 hartree lower gives \(\alpha_\parallel\approx15\) Å³ and \(\alpha_\perp\approx9.3\) Å³. The response is finite in both treatments, but its size depends on the treatment by nearly a factor of two. Overlap, exchange and charge flow all enter together, so the finite value cannot be credited to smearing alone.

## Entry 8: the check to carry into a larger molecule

For many atoms, collect all dipole components in one vector \(p\), and let \(F\) hold the uniform field repeated for each atom. The same energy reads

\[
U=\tfrac12p^{\mathsf T}Ap-F^{\mathsf T}p,\qquad A=\mathsf a^{-1}-\mathsf T,
\]

where \(\mathsf a\) contains the atomic polarizabilities and \(\mathsf T\) all pair couplings. The stationary dipoles solve \(Ap=F\), and they are a minimum when every eigenvalue of \(A\) is positive. For two identical atoms this is the condition \(r^3>2a\).

The lowest eigenvalue should be inspected before the polarizability is used. A positive, finite answer is insufficient, as \(\alpha_\perp\) below \(r_c\) shows. If the eigenvalue is negative, the point-dipole result must be discarded. To judge how close a stable solution is to instability, use the scaled matrix \(\mathsf a^{1/2}A\mathsf a^{1/2}=I-\mathsf a^{1/2}\mathsf T\mathsf a^{1/2}\), where \(I\) is the unit matrix. It is positive definite exactly when \(A\) is, and without coupling all its eigenvalues are 1, even for unequal atoms. If its lowest eigenvalue is positive but small compared with 1, the corresponding pattern of dipoles is close to instability. The polarizability can then be highly sensitive to geometry if the uniform field drives that pattern, as for the parallel pair, and a short-range model or an electronic-structure calculation is needed. Passing the check is necessary and not sufficient: it tests the stability of the point model, not its accuracy. In the worked example the lowest scaled eigenvalue is 0.625, yet giving the charges a size lowers \(\alpha_\parallel\) from 4.80 to 3.76 Å³ and reverses the sign of the correction to \(\bar\alpha\). For chemically bonded atoms, whose clouds overlap and can exchange charge, the point result needs comparison with a better model whatever the eigenvalue. The remaining printed values, including the full scan towards \(r_c\), are in the numerical output below.

## Table of computed values

```
Model: a = 1.500 A^3, r = 2.000 A, w0 = 10.00 eV, sigma = 1.20 A
x = a/r^3 = 0.1875
sum of free polarizabilities 2a = 3.0000 A^3
alpha parallel = 4.8000 A^3 = 32.392 bohr^3
alpha perpendicular = 2.5263 A^3 = 17.048 bohr^3
mean alpha = 3.2842 A^3, mean/(2a) = 1.0947
mean/(2a) from 1+2x^2+2x^3 = 1.0835
anisotropy = 2.2737 A^3
critical distance = 1.4422 A = 2.7255 bohr
critical distance from Hessian root = 1.4422 A
distance where perpendicular out-of-phase mode vanishes = 1.1447 A
mode energy, parallel in-phase = 7.9057 eV
mode energy, parallel out-of-phase = 11.7260 eV
mode energy, perpendicular in-phase = 10.8972 eV
mode energy, perpendicular out-of-phase = 9.0139 eV
Scan: r/r_c, r (A), alpha par (A^3), alpha perp (A^3), soft mode (eV)
  2.00 2.8845 3.429 2.824 9.354
  1.50 2.1634 4.263 2.613 8.389
  1.20 1.7307 7.121 2.327 6.491
  1.10 1.5865 12.063 2.181 4.987
  1.05 1.5144 22.033 2.095 3.690
  1.01 1.4567 102.007 2.020 1.715
unstable side, r = 1.3701 A: algebraic alpha par = -18.034 A^3
peak of sigma^3 * parallel coupling = 0.2342 at r/sigma = 1.6136
contact value 4/(3 sqrt(pi)) = 0.7523
smallest sigma without parallel divergence = 0.7056 A
smallest sigma with all modes stable = 1.0411 A
smeared at r: alpha par = 3.7615 A^3, perp = 2.5815 A^3
smeared at r_c: alpha par = 3.4439 A^3, perp = 2.3158 A^3
Be atom, RHF: a = 6.7532 A^3 = 45.573 bohr^3
Be pair: 2a = 13.5063 A^3, predicted r_c = 2.3815 A
Be pair: r (A), RHF par, model par, RHF perp, model perp (A^3)
  7.500 13.964 13.953 13.288 13.294
  5.000 15.140 15.143 12.805 12.814
  3.500 19.345 19.718 11.746 11.668
Be pair at r_c: RHF par = 28.802 A^3 (model diverges)
Be pair at r_c: RHF perp = 10.449, model perp = 9.004 A^3
Be pair at r_c: RHF par/(2a) = 2.132
```
